# The Riedel Peak of an Equal-Gap Josephson Tunnel Junction

In a calculation of a tunnel junction under bias one must decide whether the zero-bias critical current may serve as the amplitude of the Josephson oscillation, and whether the superconducting levels may be taken as sharp. Near the gap voltage $2\Delta/e$ both choices fail. The amplitude grows logarithmically there, and with sharp levels it has no finite peak value, so a calculation of the peak height must include a mechanism that rounds it.

## Assumptions and theorem

Two identical BCS superconductors, in mean field, have a real gap $\Delta$ and sharp quasiparticle levels. A barrier of normal resistance $R$ joins them. Tunnelling is kept to second order, its matrix element is constant over the energies that matter, and the normal bands are wide compared with $\Delta$. The voltage $V>0$ is constant, so that $\phi(t)=\phi_0+2eVt/\hbar$, with $e>0$. The phase-dependent current is

$$I_{\rm pair}=J_1(V)\sin\phi+J_2(V)\cos\phi .$$

Write $w=eV$, $\delta=|w-2\Delta|$, $\tau(E)=\tanh(E/2k_BT)$ and $\theta=\tau(\Delta)$.

**Theorem.** For $T$ below the transition temperature, as $\delta\to0$ from either side,

$$J_1=\frac{\Delta}{2eR}\,\theta\ln\frac{16\Delta}{\delta}+C(T)+O(\delta\ln\delta),$$

$$C(T)=\frac{\Delta^2}{eR}\int_\Delta^{3\Delta}\frac{\tau(E)-\theta}{(E-\Delta)\sqrt{(E+\Delta)(3\Delta-E)}}\,dE,\qquad C(0)=0 .$$

What diverges is the amplitude of an oscillation at frequency $2eV/h$. At strictly constant voltage this oscillation averages to zero, so the theorem does not give a divergent direct current.

From here on $e=\hbar=1$ in the algebra.

## Lemma 1: the response of the level pairs

Let $c$ and $d$ act on the left and right electrodes, and let

$$H_T=e^{i\phi/2}B+e^{-i\phi/2}B^\dagger,\qquad B=\sum_{kq\sigma}t_{kq}c^\dagger_{k\sigma}d_{q\sigma}.$$

Time reversal gives $t_{-k,-q}=t_{kq}^*$. Define $I=2\langle\partial H_T/\partial\phi\rangle$. Since $\dot\phi=2V$, the supplied power is $\dot\phi\langle\partial H_T/\partial\phi\rangle=IV$, which fixes the sign. Differentiation gives

$$I=i\langle e^{i\phi/2}B-e^{-i\phi/2}B^\dagger\rangle=-2\,{\rm Im}\big[e^{i\phi/2}\langle B\rangle\big].$$

**Lemma 1.** Let $E=\sqrt{\xi^2+\Delta^2}$, let $f$ be the Fermi function of $E$, and let primes denote the right electrode. With $z=w-i\eta$, $\eta\to0^+$, and $G(\Omega)=\Omega/(\Omega^2-z^2)$,

$$J_1+iJ_2=\frac{1}{2\pi R}\int\!\!\int d\xi\,d\xi'\,\frac{\Delta^2}{EE'}\big[(1-f-f')G(E+E')+(f-f')G(E-E')\big].$$

**Proof.** Linear response involves $H_T$ at the earlier time $t-s$, where $\phi(t-s)/2=\phi(t)/2-ws$. The part of $\langle B\rangle$ caused by $B$ itself is $e^{i\phi/2}Y$, with

$$Y=-i\int_0^\infty ds\,e^{-izs}\langle[B(s),B(0)]\rangle .$$

It gives $I_{\rm pair}=-2\,{\rm Im}[e^{i\phi}Y]$. The part caused by $B^\dagger$ does not depend on $\phi$ and is the quasiparticle current.

Insert $c_{k\uparrow}=u\gamma_0+v\gamma_1^\dagger$ and $c_{-k\downarrow}=u\gamma_1-v\gamma_0^\dagger$, where $uv=\Delta/2E$. Then

$$\langle c^\dagger_{k\uparrow}(s)c^\dagger_{-k\downarrow}(0)\rangle=P(s)=\frac{\Delta}{2E}\big[(1-f)e^{-iEs}-fe^{iEs}\big].$$

In the same way $\langle d_{q\uparrow}(s)d_{-q\downarrow}(0)\rangle=-P'(s)$. Moving $c^\dagger$ past $d$ gives another minus sign, so the product is $+PP'$. The opposite spin order reverses the sign of both correlators and gives the same product. Hence $\langle B(s)B(0)\rangle=2\sum_{kq}|t|^2P(s)P'(s)$.

Multiply out $PP'$ and subtract its value at $-s$. The terms in $E+E'$ have weight $(1-f)(1-f')-ff'=1-f-f'$. Those in $E-E'$ have weight $-(1-f)f'+f(1-f')=f-f'$. Each multiplies $e^{-i\Omega s}-e^{i\Omega s}=-2i\sin\Omega s$, so

$$\langle[B(s),B(0)]\rangle=-i\sum_{kq}|t|^2\frac{\Delta^2}{EE'}\big[(1-f-f')\sin(E+E')s+(f-f')\sin(E-E')s\big].$$

Now $\int_0^\infty ds\,e^{-izs}\sin\Omega s=G(\Omega)$. The prefactors $(-i)(-i)=-1$ make $Y$ minus the weighted sum of $G$, and therefore

$$J_1+iJ_2=2\sum_{kq}|t|^2\frac{\Delta^2}{EE'}[\ldots].$$

In the normal state the golden rule gives a rate $2\pi|t|^2N_LN_RV$ for each spin, where $N_L,N_R$ are densities of states per spin. Two spins give $1/R=4\pi|t|^2N_LN_R$. Replacing the sums by integrals turns the prefactor into $2|t|^2N_LN_R=1/(2\pi R)$. ∎

The summand was tested by evolving one driven level pair in time, with $\xi=0.3$, $\xi'=-0.9$, $w=2.1$, $\eta=0.2$ and $k_BT=0.4$ in units of $\Delta$. The sine and cosine coefficients, divided by $|t|^2$, were 1.6407 and $-1.0263$, in agreement with the formula to the printed digits.

## Lemma 2: one energy integral

**Lemma 2.**

$$J_1=\frac{\Delta^2}{R}\int_{\max(\Delta,\,w-\Delta)}^{w+\Delta}\frac{\tau(E)\,dE}{\sqrt{E^2-\Delta^2}\,\sqrt{\Delta^2-(E-w)^2}} .$$

**Proof.** Use $1-f-f'=(\tau+\tau')/2$ and $f-f'=(\tau'-\tau)/2$. Since $G$ is odd, the terms containing $\tau(E)$ are

$$\frac{\tau}{2}\big[G(E'+E)+G(E'-E)\big].$$

Write $G(\Omega)=\frac12[1/(\Omega-z)+1/(\Omega+z)]$ and pair the fractions that contain the same $E\pm z$:

$$G(E'+E)+G(E'-E)=\sum_\pm\frac{E'}{E'^2-(E\pm z)^2}.$$

The terms containing $\tau(E')$ contribute equally after exchange of the integration variables, which cancels the factor $\frac12$. The factor $E'$ cancels the one in Lemma 1, and

$$J_1+iJ_2=\frac{\Delta^2}{2\pi R}\int d\xi\,\frac{\tau(E)}{E}\sum_\pm\int\frac{d\xi'}{\xi'^2+\Delta^2-(E\pm z)^2}.$$

The inner integral is $\pi/\sqrt{\Delta^2-(E\pm z)^2}$, with the root of positive real part. As $\eta\to0$ it is real for $|E\pm w|<\Delta$ and imaginary for $|E\pm w|>\Delta$. The second range therefore contributes to $J_2$ alone. Because $E\ge\Delta$ and $w>0$, only the lower sign can satisfy the first condition, and it does so for $w-\Delta<E<w+\Delta$. Finally, $\int d\xi=2\int_\Delta^\infty E\,dE/\sqrt{E^2-\Delta^2}$, and the factors $2\pi$ cancel. ∎

**The zero-bias limit.** As $w\to0$, the interval shrinks to $\Delta<E<\Delta+w$. The factors that remain smooth give $\sqrt{(E+\Delta)(E-w+\Delta)}\to2\Delta$. The others give $\int dE/\sqrt{(E-\Delta)(\Delta+w-E)}=\pi$. Hence $J_1(0)=\pi\Delta\theta/(2R)$, the Ambegaokar–Baratoff critical current.

## Lemma 3: zero temperature

**Lemma 3.** At $T=0$, with $x=w/2\Delta$ and $K(k)=\int_0^{\pi/2}d\alpha/\sqrt{1-k^2\sin^2\alpha}$,

$$J_1=\frac{\Delta}{R}K(x)\quad(x<1),\qquad J_1=\frac{\Delta}{R}\,\frac{K(1/x)}{x}\quad(x>1).$$

**Proof.** In Lemma 1 set $\xi=\Delta\sinh a$ and $\xi'=\Delta\sinh b$, so that $d\xi/E=da$ and $d\xi'/E'=db$. With $a=p+q$ and $b=p-q$, one has $da\,db=2\,dp\,dq$ and $E+E'=2\Delta\cosh p\cosh q$. Therefore

$$J_1=\frac{\Delta}{2\pi R}\,{\rm Re}\int\!\!\int dp\,dq\,\frac{\cosh p\cosh q}{\cosh^2p\cosh^2q-x^2},$$

where $x$ carries the infinitesimal imaginary part of $z$. Put $s=\sinh q$. The denominator becomes $s^2\cosh^2p+\cosh^2p-x^2$, and the $q$ integral is $\pi/\sqrt{\cosh^2p-x^2}$ for $\cosh p>x$. For $\cosh p<x$ it has no real part. This leaves

$$J_1=\frac{\Delta}{2R}\int_{\cosh p>x}\frac{dp}{\sqrt{\cosh^2p-x^2}} .$$

For $p>0$ set $\cosh p=1/\sin\alpha$, which gives $|dp|=d\alpha/\sin\alpha$. The integrand becomes $d\alpha/\sqrt{1-x^2\sin^2\alpha}$. When $x<1$, $\alpha$ runs from 0 to $\pi/2$, and the two signs of $p$ give $2K(x)$.

When $x>1$, the range is $\sin\alpha<1/x$. Set $\sin\alpha=\sin\beta/x$. Then $d\alpha=\cos\beta\,d\beta/(x\cos\alpha)$, the root equals $\cos\beta$, and $\cos\alpha=\sqrt{1-\sin^2\beta/x^2}$. The result is $2K(1/x)/x$. ∎

## Proof of the theorem

Let $k'=\sqrt{1-k^2}\to0$. With $\beta=\pi/2-\alpha$,

$$K(k)=\int_0^{\pi/2}\frac{\cos\beta\,d\beta}{\sqrt{k'^2+k^2\sin^2\beta}}+\int_0^{\pi/2}\frac{(1-\cos\beta)\,d\beta}{\sqrt{k'^2+k^2\sin^2\beta}} .$$

The first integral is $k^{-1}\,{\rm arsinh}(k/k')\to\ln(2/k')$. The second tends to $\int_0^{\pi/2}\tan(\beta/2)\,d\beta=\ln2$. Thus $K(k)=\ln(4/k')$, with corrections of order $k'^2\ln k'$.

Below the gap voltage $k=x=1-\delta/2\Delta$; above it $k=1/x$ with $x=1+\delta/2\Delta$. In both cases $k'^2=\delta/\Delta+O(\delta^2)$, and the prefactor $1/x$ in the second case differs from one by $O(\delta)$. Hence $\ln(4/k')$ becomes $\frac12\ln(16\Delta/\delta)$, which proves the theorem at $T=0$.

At finite temperature write $\tau(E)=\theta+[\tau(E)-\theta]$ in Lemma 2. The constant $\theta$ multiplies the zero-temperature result. In the remainder let $\epsilon=E-\Delta$. The bracket is $\epsilon$ times a bounded smooth function, so the lower edge contributes a factor $\sqrt{\epsilon/(\epsilon+\delta)}$ below the gap voltage, and $\sqrt{\epsilon/(\epsilon-\delta)}$ with $\epsilon>\delta$ above it. Both tend to one. Their deviation falls as $\delta/2\epsilon$ for $\epsilon\gg\delta$, and its integral is $O(\delta\ln\delta)$. Moving the upper edge to $3\Delta$ costs $O(\delta)$. The limit is $C(T)$. ∎

At $T=0$ and $\delta=10^{-3}\Delta$, the elliptic forms give 4.841 below and 4.839 above the gap voltage, in units of $\Delta/eR$; the logarithmic law gives 4.840. At $\delta=0.1\Delta$ the values are 2.590, 2.488 and 2.538, so the asymmetry is visible at that distance.

**Remark: where the logarithm comes from.** At $w=2\Delta$ two inverse-square-root edges in Lemma 2 meet. At $T=0$ the same fact appears in the spectral density of quasiparticle pairs,

$$S(\Omega)=\int_\Delta^{\Omega-\Delta}\frac{\Delta^2\,dE}{\sqrt{E^2-\Delta^2}\sqrt{(\Omega-E)^2-\Delta^2}} .$$

Just above threshold put $\Omega=2\Delta+\nu$ and $E=\Delta+\epsilon$. The integral becomes $(\Delta/2)\int_0^\nu d\epsilon/\sqrt{\epsilon(\nu-\epsilon)}=\pi\Delta/2$, so $S$ starts with a finite step. Converting Lemma 1 to energies gives a factor 4 from the two signs of $\xi$ and $\xi'$, and

$$J_1=\frac{2}{\pi R}\,{\rm P}\!\!\int_{2\Delta}^\infty\frac{\Omega S(\Omega)}{\Omega^2-w^2}\,d\Omega,\qquad J_2=-\frac{S(w)}{R}.$$

The second relation follows from ${\rm Im}\,G=-(\pi/2)\delta_D(\Omega-w)$, where $\delta_D$ is the Dirac function. Near threshold $\Omega/(\Omega^2-w^2)\simeq1/[2(\Omega-w)]$. The step then gives $(\Delta/2R)\ln(1/\delta)$ in $J_1$, while $J_2$ keeps a finite jump of $-\pi\Delta/(2R)$.

## Corollary: a finite level width

Let both electrodes have a level width $\Gamma\ll\Delta$, described by the anomalous function $F(E)=\Delta/\sqrt{\Delta^2-(E+i\Gamma)^2}$. The electrodes enter Lemma 1 only through their anomalous correlators. Summed over levels, $P(s)$ becomes $N\int_{-\infty}^{\infty}dE\,[1-f(E)]\,{\rm Im}F(E)\,e^{-iEs}$, where $N$ is the density of states per spin. For $\Gamma\to0$ this is the sum used before, because ${\rm Im}F$ is odd and $1-f(-E)=f(E)$. The same two properties give the value at $-s$ as $-N\int dE\,f(E)\,{\rm Im}F(E)\,e^{-iEs}$. The commutator therefore has weight $1-f-f'=(\tau+\tau')/2$, and its time integral gives, after exchange of variables in the $\tau'$ term,

$$J_1=\frac{1}{\pi R}\int dE\,\tau(E)\,{\rm Im}F(E)\;{\rm P}\!\!\int dE'\,\frac{{\rm Im}F(E')}{E'+E+w}.$$

Since $F$ is analytic in the upper half-plane and vanishes at infinity, the inner integral is $\pi\,{\rm Re}F(-E-w)$. Here ${\rm Re}F$ is even, and the substitution $E\to-E$ gives

$$J_1=\frac1R\int_{-\infty}^{\infty}dE\,\tau(E)\,{\rm Im}F(E)\,{\rm Re}F(E-w).$$

For $\Gamma\to0$ this returns Lemma 2. Replacing $E$ by $E+i\Gamma$ averages each function over a Lorentzian of half-width $\Gamma$. If $\tau$ changes little over $\Gamma$ near the gap edge, only the relative shift of the two functions matters, and it is distributed with half-width $2\Gamma$. The average of $\ln|w-2\Delta|$ is then ${\rm Re}\ln(w-2\Delta+2i\Gamma)$. To leading order $\delta$ is replaced by $\sqrt{\delta^2+4\Gamma^2}$, and at the gap voltage

$$J_1=\frac{\Delta\theta}{2eR}\ln\frac{8\Delta}{\Gamma}+C(T).$$

## A niobium junction

Take rough parameters for a niobium/aluminium-oxide/niobium junction of low current density: $\Delta=1.4$ meV at 4.2 K, area 4 µm², $R=500$ Ω and $\Gamma=0.014$ meV. The current unit is $\Delta/eR=1.4\ {\rm mV}/500\ \Omega=2.80$ µA. With $k_BT=0.362$ meV, $\theta=\tanh(1.4/0.724)=0.959$. The zero-bias amplitude is $(\pi/2)(0.959)(2.80)=4.22$ µA, the coefficient of the logarithm is $(0.959/2)(2.80)=1.34$ µA, and $C=0.19$ µA.

For sharp levels, 0.001 mV from the gap voltage of 2.80 mV, the law gives

$$1.343\ln\frac{16\times1.4}{0.001}+0.189=13.64\ \text{µA}.$$

The full integral gives 13.64 µA on both sides. The divergence is weak: an amplitude ten times the zero-bias value would require a detuning of about $6\times10^{-13}$ mV, far below any width in this example. With the level width included, the corollary gives $1.3427\ln800+0.1887=9.16$ µA at the peak. The broadened integral also gives 9.16 µA, which is 2.2 times the zero-bias amplitude. Halving $\Gamma$ with everything else fixed would add $1.343\ln2=0.93$ µA, and tripling it would lower the peak to 7.7 µA, so the peak height depends only logarithmically on this poorly known parameter. The width $\Gamma$ is a phenomenological description of the rounding; in a real junction a spread of the gap over the area or the aluminium layer next to the barrier can round the edge as well, with a different line shape.

Real junctions break the assumption of sharp levels, which here changes an infinite peak into one of 9.2 µA. Two other departures were evaluated with the broadened integral, and both are small for these parameters. If one gap is 1.35 meV, with $R$ and $\Gamma$ held fixed, the peak moves to about 2.75 mV and falls by 2%. Thermal voltage noise, estimated as $\sqrt{k_BT/C_J}$ for a junction capacitance $C_J=180$ fF, is 0.018 mV; averaging over it as a static spread of voltages also lowers the peak by 2%. This treats the noise as slow compared with $\hbar/2\Gamma\approx24$ ps. Near the gap voltage the steep quasiparticle current reduces the differential resistance of the junction far below $R$, which makes the noise faster, and for the same rms voltage its effect on the peak is then smaller. The value $\sqrt{k_BT/C_J}$ is an equilibrium estimate, whereas here $eV$ is about eight times $k_BT$; the actual noise of the biased junction, including shot noise, was not calculated. The Josephson current itself drives a voltage swing of 0.006 mV through the junction impedance. Because this swing oscillates at the Josephson frequency, it modulates the phase by only $0.006/2.80\approx0.002$ rad. A junction with a larger current density at the same specific capacitance would have a larger swing, and constant voltage would be a poorer assumption. With a free-electron channel count $k_F^2A/4\pi$ for junction area $A$ and an assumed $k_F=1.2$ Å$^{-1}$, the mean barrier transparency is about $6\times10^{-7}$; it scales as $1/k_F^2$, so only its order of magnitude is meaningful. This supports second-order tunnelling for a uniform barrier but does not exclude local weak spots. Spatial uniformity is less secure: at 1.35 THz the wavelength in the barrier, estimated with a static penetration depth of 90 nm, is 7.3 µm, against a side of 2 µm. This frequency lies above the pair-breaking frequency $2\Delta/h=0.68$ THz, where the static depth is only a rough guide and absorption in the electrodes damps the wave. The resulting change of the peak was not calculated. Strong-coupling corrections of niobium are also left out. The peak height is therefore a model estimate, not a prediction to three digits. The numerical output lists the amplitudes at other voltages.

## Computed values

```
TESTS (currents in gap/(e R), energies in gap)
driven pair, sine: evolved 1.6407, formula 1.6407
driven pair, cosine: evolved -1.0263, formula -1.0263
weak link conductance, golden rule / exact: 1.0037
J1 at bias 1.2: double integral 1.750749, elliptic 1.750754
S just above threshold: 1.570796
J1 at bias 1.9: dispersion 2.59001, elliptic 2.59001
T=0, detuning 1e-01: below 2.59001, above 2.48804, log law 2.53759
T=0, detuning 1e-03: below 4.84126, above 4.83909, log law 4.84017
T=0, detuning 1e-05: below 7.14277, above 7.14274, log law 7.14276
EXAMPLE: niobium junction, rough parameters
gap 1.4 meV, temperature 4.2 K, kT 0.3619 meV
resistance 500 ohm, area 4 um2
level width Gamma 0.014 meV
gap voltage 2.800 mV, current unit 2.800 uA
thermal factor tanh(gap/2kT) 0.9591
constant C(T) 0.1887 uA
log coefficient 1.3427 uA
J1 at zero bias 4.218 uA
voltage (mV): ideal J1, J1 with level width (uA)
  1.000: 4.469, 4.435
  2.000: 5.140, 5.117
  2.700: 7.546, 7.482
  2.790: 10.559, 9.089
  2.799: 13.640, 9.160
  2.801: 13.636, 9.159
  2.810: 10.534, 9.071
  2.900: 7.363, 7.319
  4.000: 3.616, 3.622
log law 0.001 mV from the peak: 13.638 uA
detuning for 10 x zero-bias J1: 5.85e-13 mV
NEGLECTED EFFECTS
level width: peak 9.160 uA, log estimate 9.164 uA
peak / zero-bias J1: 2.172
second gap 1.35 meV: peak at 2.749 mV, 8.956 uA
capacitance 180 fF, thermal voltage noise 0.0179 mV rms
peak averaged over that noise 8.968 uA
Josephson frequency at the peak 1.354 THz
voltage swing 0.0060 mV, peak half-width 2 Gamma/e 0.0280 mV
Fermi wavevector 1.2 1/angstrom, mean transparency 5.6e-07
penetration depth 90 nm, wave in barrier 7.32 um, side 2.00 um
```
